# Second-layer nucleation on a circular island with strong edge barriers

A compact circular island of radius $R$ lies on a flat terrace and receives atoms from a beam. The flux $F$ is the number of atoms arriving per surface site and unit time. Lengths are measured in units of the square root of the area per site, so that one site has area 1 and the island has $\pi R^2$ sites. An atom on top of the island diffuses with coefficient $D$ until it steps down over the edge or meets another atom. Two atoms on neighbouring sites form a dimer that neither breaks nor moves, and this dimer is the nucleus of the second layer. Atoms do not evaporate, and none climbs up from below.

The edge is described by a coefficient $k$, defined by

$$
\text{outward flux per unit edge length}=k\,n(R),
$$

where $n(r)$ is the density of adatoms at distance $r$ from the centre. Since $n$ is a number per area, $k$ is a velocity. It is not the rate of a single hop over the edge, although it is proportional to that rate. The nucleation rate $\omega$ is the reciprocal of the mean waiting time for the first dimer, at fixed $R$ and starting from an empty island. For a strong barrier and rare events it is

$$
\omega=\frac{\pi^2F^2R^5}{2k}. \tag{1}
$$

The derivation also supplies the conditions for this limit.

Atoms arrive independently, so the arrivals on the island form a Poisson process with rate

$$
\lambda=\pi R^2F. \tag{2}
$$

The second ingredient is the mean time $\tau$ that a lone atom spends on the island, averaged over its landing point. It follows from the steady density of atoms that do not interact. Each arrival contributes on average a stay $\tau$, so the mean number of such atoms present is $\lambda\tau$. Their density obeys

$$
\frac{D}{r}\frac{d}{dr}\left(r\frac{dn}{dr}\right)+F=0,\qquad -D\,n'(R)=k\,n(R).
$$

One integration gives $r\,n'=-Fr^2/(2D)+C$. The constant $C$ must vanish, because otherwise $n'$ would diverge as $1/r$ at the centre. Hence $n'=-Fr/(2D)$. The edge condition becomes $FR/2=k\,n(R)$, so $n(R)=FR/(2k)$. A second integration, from $r$ to $R$, yields

$$
n(r)=F\left[\frac{R^2-r^2}{4D}+\frac{R}{2k}\right].
$$

The integral of $R^2-r^2$ over the disk is $2\pi(R^4/2-R^4/4)=\pi R^4/2$. Dividing the number of atoms by $\lambda=\pi R^2F$ therefore gives

$$
\tau=\frac{R}{2k}+\frac{R^2}{8D}. \tag{3}
$$

The first term is the delay caused by the barrier, the second the time needed to diffuse to the edge. Their ratio, second to first, is $kR/(4D)$. A strong barrier means that this ratio is small. The density is then nearly uniform, and

$$
\tau\simeq\frac{R}{2k}. \tag{4}
$$

In this limit the island empties like a well-stirred vessel with a small leak. An atom crosses it many times before leaving, and after the first few crossings its chance of leaving in the next instant no longer depends on where it landed. If $k$ varies along the edge, a uniform density $n$ loses atoms at the total rate $n\oint k\,ds$, so $\tau=\pi R^2/\oint k\,ds$. As long as the density stays uniform up to the edge, an uneven edge thus acts through its mean $k$, and a short stretch of easier descent can dominate that mean. If descent there is so easy that diffusion cannot replace the atoms that leave, the density near the stretch falls and the mean $k$ overestimates the loss.

Nucleation needs a second atom to arrive while the first is still present. If the first stays for a time $t$, the probability of at least one further arrival is $1-e^{-\lambda t}$. When $\lambda t$ is small this is $\lambda t$, and its average over all stays is $\lambda\tau$. This average does not require the form of the distribution of stays. Let $p$ be the probability that the two atoms meet before either escapes. First atoms arrive at rate $\lambda$, so to order $F^2$

$$
\omega=\lambda\,(\lambda\tau)\,p=\lambda^2\tau\,p. \tag{5}
$$

If one of the two escapes, the survivor needs a third arrival to nucleate, and that contributes only at order $F^3$.

It remains to find when $p$ is close to one. Let $t_m$ be the mean meeting time of two atoms that start at random on an island with a closed edge. Seen from one atom, the other diffuses with coefficient $2D$ and must hit a target whose size is about the neighbour distance $b$. Away from the target the probability density of the other atom is about $1/(\pi R^2)$. Near the target it has the quasi-steady radial profile

$$
u(r)=\frac{1}{\pi R^2}\,\frac{\ln(r/b)}{\ln(R/b)},
$$

which solves the radial diffusion equation, vanishes at $r=b$ and reaches the background value at $r\approx R$. The inward flow is

$$
2\pi r\,(2D)\,u'(r)=\frac{4D}{R^2\ln(R/b)}.
$$

This is the meeting rate $1/t_m$ to leading logarithmic order. The exact target size, the outer cut-off and the influence of the edge alter only what is added to the logarithm, so

$$
t_m\simeq\frac{R^2}{4D}\,(\ln R+c), \tag{6}
$$

with $c$ of order one. To obtain $c$, I solved the linear equations for the mean meeting time of two walkers on disks of a triangular lattice, by the conjugate-gradient method. The combination $4Dt_m/R^2$ is 2.10 at $R=6.93$ and 2.89 at $R=13.97$. Subtracting $\ln R$ leaves $c=0.17$ and $0.26$, so $c$ still drifts slowly at these sizes.

While two well-mixed atoms are present, they meet at rate $1/t_m$, and one or the other escapes at rate $2/\tau$. The probability that meeting comes first is

$$
p\simeq\frac{1/t_m}{1/t_m+2/\tau}=\frac{1}{1+2t_m/\tau}.
$$

With (4) and (6),

$$
\frac{2t_m}{\tau}=2\cdot\frac{R^2}{4D}(\ln R+c)\cdot\frac{2k}{R}=\frac{kR}{D}(\ln R+c). \tag{7}
$$

Certain meeting therefore requires $(kR/D)(\ln R+c)\ll1$. This is stricter than $kR/(4D)\ll1$, because two atoms take longer to find each other than one atom takes to find the edge. When it holds, $p\to1$, and (2), (4) and (5) combine to

$$
\omega=(\pi R^2F)^2\,\frac{R}{2k}=\frac{\pi^2F^2R^5}{2k},
$$

which is (1). Four powers of $R$ come from the two arrivals and the fifth from the residence time. The diffusion coefficient has dropped out: the atoms will meet anyway, and faster diffusion at fixed $k$ only makes them meet sooner. In ordinary units, with site area $\Omega$, the arrival rate is $\pi R^2F/\Omega$ and the right-hand side of (1) is divided by $\Omega^2$.

A mean-field estimate gives a different answer. Non-interacting atoms have a Poisson-distributed number with mean $\lambda\tau$, hence on average $(\lambda\tau)^2/2$ pairs. The estimate lets each of them nucleate at rate $1/t_m$. The resulting rate $(\lambda\tau)^2/(2t_m)$ exceeds $\lambda^2\tau$ by the factor $\tau/(2t_m)$, which is large for a strong barrier. The excess arises because a pair of non-interacting atoms is counted for its whole joint stay, on average $\tau/2$, whereas a real pair ends at its first meeting, after a time of about $t_m$.

The approach to the limit can be followed without assuming good mixing. On a triangular lattice, let $q(x,y)$ be the probability that atoms at sites $x$ and $y$ fail to meet before one escapes. It is zero for neighbouring or equal sites, one as soon as either atom leaves, and elsewhere the average of its values after the next hop, weighted with the hop rates. Let $G(x)$ be the mean time spent at $x$, summed over all starting sites of a lone atom. The rate to order $F^2$ is then

$$
\omega=F^2\sum_{x,y}G(x)\,[1-q(x,y)].
$$

I solved these equations for a disk of 313 sites, whose equal-area radius is 9.98. The ratio of this rate to (1) is 0.997 at $kR/D=0.0012$, 0.973 at 0.012 and 0.80 at 0.12. With $t_m$ computed for the same disk, the estimate of $p$ gives 0.997, 0.972 and 0.78. At $kR/D=1.16$ the ratio has fallen to 0.44, while $p$ alone would give 0.26. There the diffusive part of (3), which the estimate omits, is no longer small. In the continuum it lengthens the stay by the factor $1+1.16/4=1.29$; on this lattice disk the factor is 1.24. The longer stay raises both $\tau$ in (5) and the chance of meeting, and with the factor 1.24 it brings the estimate to 0.37, closer to the solved ratio but still below it. The remaining gap lies in the meeting probability, which is 0.35 on the disk against 0.30 from the well-mixed formula. The barrier is no longer strong, and (1) overestimates the rate by more than a factor of two.

The other condition concerns the flux. Suppose that $p=1$ and that meeting takes negligible time, but let $\lambda\tau$ be arbitrary. Let $T_0$ and $T_1$ be the mean waiting times for nucleation starting with zero and one atom. From the empty island the first event is an arrival. With one atom present, the next event comes at total rate $\lambda+1/\tau$ and is either an arrival, which nucleates, or an escape, which empties the island. Thus

$$
T_0=\frac1\lambda+T_1,\qquad \left(\lambda+\frac1\tau\right)T_1=1+\frac{T_0}{\tau}.
$$

Inserting the first equation into the second cancels $T_1/\tau$ and leaves $\lambda T_1=1+1/(\lambda\tau)$. Hence

$$
T_0=\frac2\lambda+\frac1{\lambda^2\tau},\qquad
\omega=\frac1{T_0}=\frac{\lambda^2\tau}{1+2\lambda\tau}. \tag{8}
$$

Equation (1) therefore requires

$$
2\lambda\tau=\frac{\pi FR^3}{k}\ll1.
$$

In the opposite limit $\omega\to\lambda/2$: the first atom simply waits for the second, and the barrier no longer matters. This second limit also needs $\lambda t_m\ll1$, so that the pair meets before further atoms land. At $\lambda\tau=1/2$ the two terms of $T_0$ are equal, and the rare-event law is already wrong by a factor of two.

To use (1) one must connect $k$ with the hop rate $\nu'$ over one edge bond. On a triangular lattice with site area 1, the neighbour distance satisfies $b^2\sqrt3/2=1$, so $b=1.075$. Rows of sites run in three directions, and the spacing between parallel rows is $1/b$. A disk of width $2R$ is crossed by about $2Rb$ rows in each direction, and each row ends in two outward bonds. This makes $3\cdot2Rb\cdot2=12Rb$ outward bonds. At uniform density $n$ the total loss is $12Rb\,\nu'n$, which must equal $2\pi Rk\,n$. Therefore

$$
k=\frac{6b}{\pi}\,\nu'=2.05\,\nu'. \tag{9}
$$

On the terrace an atom hops at rate $\Gamma$ to each of six neighbours. The mean square displacement grows as $6\Gamma b^2t$ and must equal $4Dt$, so $D=\tfrac32b^2\Gamma=1.73\,\Gamma$.

As an example, take growth of ruthenium on its close-packed (0001) surface, whose atoms form such a lattice. The surface offers an adatom two kinds of hollow site, of which the model keeps only one. The neighbour distance is roughly 0.27 nm, which makes the length unit 0.2513 nm. The other inputs are round assumptions, not measured properties of ruthenium: a terrace barrier of 0.6 eV, an additional edge barrier of 0.3 eV, an attempt rate of $10^{13}$ s$^{-1}$, a temperature of 450 K and a flux of 0.002 monolayers per second. The island radius is 5.0 nm, or 19.90 units. With $k_BT=0.03878$ eV,

$$
\Gamma=10^{13}e^{-0.6/0.03878}\ \mathrm{s^{-1}}=1.91\times10^6\ \mathrm{s^{-1}},\qquad
\nu'=\Gamma e^{-0.3/0.03878}=833\ \mathrm{s^{-1}}.
$$

Equation (9) gives $k=1709$ units/s, or 429 nm/s, and $D=3.30\times10^6$ units$^2$/s. The arrival rate and residence time are

$$
\lambda=\pi(19.90)^2(0.002)\ \mathrm{s^{-1}}=2.49\ \mathrm{s^{-1}},\qquad
\tau=\frac{19.90}{2\times1709}\ \mathrm{s}=5.82\ \mathrm{ms}.
$$

The island is thus empty most of the time, and

$$
\omega=\lambda^2\tau=(2.49)^2(0.00582)\ \mathrm{s^{-1}}=0.036\ \mathrm{s^{-1}},
$$

a mean waiting time of 28 s.

The conditions are met. Here $kR/D=0.0103$, so the diffusive part adds 0.26% to $R/(2k)$. With $c=0.26$ carried over from the disk of radius 13.97, about 3.2% of joint stays end without a meeting; on a lattice disk of radius 19.8, $c$ has drifted to 0.285, which raises this to about 3.3%. The correction $2\lambda\tau$ is 2.9%. Together with the failed meetings it lengthens the mean waiting time from 28 s to about 29 s. The mean-field estimate would be too large by $1/[0.0103(\ln19.9+0.26)]$, a factor of about 30.

In growth, $R$ increases with time. Let the island collect all atoms that land within a distance $L$ of its centre, including those that land on top and descend. Then $\pi R^2=\pi L^2Ft$, so $dt=2R\,dR/(FL^2)$. The change of $R$ during one residence time is negligible here, a fraction of about $2\times10^{-5}$ for $L=10$ nm, so the fixed-$R$ rate may be used at each moment. The expected number of nucleation events up to radius $R_c$ is

$$
\int_0^{R_c}\frac{\pi^2F^2R^5}{2k}\,\frac{2R}{FL^2}\,dR=\frac{\pi^2F\,R_c^7}{7kL^2}.
$$

Setting it to one defines a characteristic radius,

$$
R_c=\left(\frac{7kL^2}{\pi^2F}\right)^{1/7}. \tag{10}
$$

With $L=10$ nm, an assumed value, $R_c=19.2$ units or 4.8 nm, reached after 116 s. According to (1), a fraction $e^{-1}$ of such islands would still have no second layer at that radius. Equation (10) applies only while the island is separate from its neighbours. This requires at least $R_c<L$, since at $R=L$ a full layer has been deposited, and neighbouring islands touch before that. The seventh root makes $R_c$ insensitive to the barrier, and the inverse problem correspondingly sensitive: at fixed $F$ and $L$, an error of 10% in $R_c$ changes the inferred $k$ by the factor $1.1^7\approx1.9$.

The edge coefficient depends exponentially on the barriers. An error of 0.05 eV in the edge barrier, or an equal error in the terrace barrier, changes $k$ and $\omega$ by a factor of 3.6, but $R_c$ at fixed $L$ by only 1.20. The terrace barrier also influences the spacing of the islands, so if $L$ is not measured separately, an error in that barrier affects $R_c$ through $L$ as well. Islands on a hexagonal close-packed surface can have two kinds of straight step. If half of the edge had a barrier 0.1 eV lower, the mean $k$ would be 7.1 times larger; (1) would fall by that factor, and $R_c$ from (10) would rise by 1.32. Meeting would then also be less certain: at $R=19.9$, (7) becomes 0.24 and $p\approx0.81$, and at the new $R_c$ of 25.4 units it becomes 0.33 and $p\approx0.75$. The condition for (1) is then only roughly met, and the corrections raise $R_c$ by about 3% more. Atoms that land within half a length unit of the edge may slide down at once. This shrinks the landing area by $(1-0.5/R)^2$ and the rate by the square of that, a reduction of 9.7%.

The permanence of dimers deserves separate attention. Of the six hops open to an atom in a dimer, one is blocked, two keep the atoms adjacent and three separate them, so six separating hops exist in all. With an assumed bond energy of 0.6 eV they occur at a total rate $6\Gamma e^{-0.6/0.03878}=2.2$ s$^{-1}$, close to the arrival rate of a third atom. The dimer is therefore not stable in the literal sense. The strong barrier rescues the result, because separated atoms usually meet again before one escapes. Using the failure probability of a random pair, the fraction lost before the third arrival is about $(2.2/2.49)\times3.2\%=2.8\%$. This is probably an overestimate, since in the 313-site disk at $kR/D=0.12$ pairs two bonds apart failed in 6% of cases and random pairs in 22%. On a lattice disk of radius 19.8 with the barriers of the example, pairs that have just separated fail in about 0.6% of cases, and the loss is also about 0.6%. The loss grows as the bond weakens. Once it is no longer small, (1) must be replaced by a theory that includes the break-up of dimers, and if most pairs lose an atom over the edge before a third atom arrives, the critical nucleus is larger. Break-up alone does not imply this, since the separated atoms can meet again.
